# Critical Disorder for Avalanches in a Mean-Field Random-Field Ising Ferroelectric, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Self-consistent branches and the critical width

A Preisach model adds up bistable units with given switching fields. If these fields have a smooth distribution and the units do not interact, the polarization changes smoothly, because a small step of the applied field reaches a small fraction of the units. Once each unit also feels the polarization of the others, this conclusion can fail. Inserting the mean polarization into the smooth distribution gives an equation that may have three solutions at one applied field, and the equation alone does not say which of them the sample follows or where the sample leaves it. Someone who then reads a vertical step in the loop as a property of the disorder will infer a spike in the distribution of switching fields that is not there.

A second error lies on the other side. In the plain random-field Ising model with infinite-range coupling, strong disorder gives a smooth curve, but the rising and falling curves coincide. There is no hysteresis. With coupling of this kind, a smooth loop that stays open needs units that are bistable by themselves. The model below contains both cases.

### Model and conventions

There are $N$ units with polarization states $s_i=\pm1$, and

$$m=\frac1N\sum_{i=1}^N s_i$$

is the reduced polarization. Let $f$ be the dipole moment of a unit times the applied electric field, so that $f$ is an energy. The local field, also written as an energy, is

$$b_i=f+Jm+h_i,\qquad J>0. \tag{1}$$

The random fields $h_i$ are independent, Gaussian, of mean zero and standard deviation $R$:

$$p(h)=\frac{1}{\sqrt{2\pi}\,R}\,e^{-h^2/2R^2}.$$

They do not change during a sweep. A unit in state $-1$ switches up when $b_i>a$, and a unit in state $+1$ switches down when $b_i<-a$, with the same $a\ge0$ for all units. Seen as a function of $f+Jm$, each unit is a Preisach hysteron with upper threshold $a-h_i$ and lower threshold $-a-h_i$.

The coupling convention fixes the factor in the final result. Equation (1) belongs to the interaction energy $-(J/2N)(\sum_i s_i)^2$. Let $S=\sum_i s_i$. Raising one unit changes $S$ to $S+2$, and the energy, including the term $-\sum_i(f+h_i)s_i$, changes by

$$-\frac{J}{2N}\left[(S+2)^2-S^2\right]-2(f+h_i)
=-2\left(f+Jm+h_i+\frac JN\right).$$

The term $J/N$ removes the action of the unit on itself. It vanishes for $N\to\infty$, so the case $a=0$ is the plain model in which a unit flips when this lowers the energy.

The temperature is zero and the drive is quasistatic: $f$ is held fixed while unstable units switch one after another, until none is left. The rising sweep starts with all units down, at a field low enough for that state to be stable. The falling sweep starts with all units up.

### Theorem

Let

$$R_c=\sqrt{\frac2\pi}\,J. \tag{2}$$

In the limit $N\to\infty$ the major loop has the following form.

1. For $R>R_c$ both branches are smooth functions of $f$. The area between them is $4a$, so there is no hysteresis if $a=0$.
2. For $R=R_c$ both branches are continuous, but their slopes are infinite at $m=0$, where $f=a$ on the rising branch and $f=-a$ on the falling one. The area is still $4a$.
3. For $R<R_c$ each branch contains one avalanche that switches a finite fraction of all units. There is hysteresis even for $a=0$.

The first two statements are proved in this part, the third in Part II.

### Lemma 1: the rising sweep selects the lowest state

For a given sample, define

$$G_N(m)=-1+\frac2N\,\#\{i:\ h_i>a-f-Jm\}, \tag{3}$$

where $\#$ counts units. During a rising sweep no unit switches back. At each $f$ the final polarization is the smallest solution of $m=G_N(m)$, whatever the order of the flips.

*Proof.* Suppose that some unit is the first to switch back. Before that event all flips were upward, so $m$ had not decreased, and neither had $f$. Because $J>0$, the local field of this unit had not decreased since it switched up. It was above $a$ then, so it is still above $a\ge-a$, and the unit cannot switch down. This contradiction proves the first claim.

When the flips stop, every up unit has $b_i>a$, by the same argument, and every down unit has $b_i\le a$, since it is stable. The up units are therefore those with $h_i>a-f-Jm$. Their number $N_\uparrow$ gives $m=-1+2N_\uparrow/N=G_N(m)$.

Now let $m^*$ be any solution at this $f$, and let $U^*$ be the set of its up units. Suppose the sweep switches a unit outside $U^*$, and consider the first such event, at field $f'\le f$ and polarization $m'$. Until then all up units were in $U^*$, so $m'\le m^*$. Hence

$$f'+Jm'+h_i\le f+Jm^*+h_i\le a,$$

where the last step holds because $i$ is not in $U^*$. The unit cannot switch up. The sweep therefore stays inside $U^*$, and its final polarization is at most $m^*$. Since $m^*$ was any solution, the final polarization is the smallest one. ∎

The falling sweep needs no separate calculation. Reversing the signs of $s_i$, $f$ and $h_i$ leaves the switching rules unchanged, and the Gaussian is even. In the limit of large $N$ this gives

$$m_\downarrow(f)=-m_\uparrow(-f). \tag{4}$$

### Lemma 2: the limit of many units

The fraction of random fields above $a-f-Jm$ tends to the Gaussian integral. With $h=\sqrt2\,Rt$,

$$\int_{a-f-Jm}^{\infty}p(h)\,dh
=\frac1{\sqrt\pi}\int_{(a-f-Jm)/\sqrt2R}^{\infty}e^{-t^2}dt
=\frac12\left[1+\operatorname{erf}\!\left(\frac{f-a+Jm}{\sqrt2\,R}\right)\right].$$

The last step uses that $\operatorname{erf}$ is odd. Twice this fraction minus one is the limit of $G_N$:

$$G(m)=\operatorname{erf}\!\left(\frac{f-a+Jm}{\sqrt2\,R}\right). \tag{5}$$

Let $m_0$ be the smallest solution of $m=G(m)$, and let $G(m)-m$ be negative immediately above $m_0$. Then the polarization of the rising sweep tends to $m_0$.

*Proof.* The fraction of a random sample above a given value converges to its probability uniformly in that value, with probability one. So $G_N\to G$ uniformly. Take a small $\varepsilon>0$. Since $G(-1)>-1$ and there is no solution below $m_0$, the continuous function $G(m)-m$ has a positive minimum on $[-1,m_0-\varepsilon]$. For large $N$ the function $G_N(m)-m$ is positive there too, and no solution of the finite sample lies in that interval.

At $m_0+\varepsilon$ we have $G_N(m)<m$ for large $N$. Iterate $m\to G_N(m)$ from $m=-1$. Because $G_N$ does not decrease with $m$, the iterates rise but cannot pass $m_0+\varepsilon$. They take a finite number of values, so they end at a solution, which lies between $m_0-\varepsilon$ and $m_0+\varepsilon$. The smallest solution is thus within $\varepsilon$ of $m_0$. ∎

### Lemma 3: the branch as a parametric curve

Introduce the excess field $x=f-a$ and the variable

$$u=\frac{x+Jm}{R}. \tag{6}$$

A solution of $m=G(m)$ then has

$$m=g(u)\equiv\operatorname{erf}\!\left(\frac u{\sqrt2}\right),\qquad
x=F(u)\equiv Ru-Jg(u). \tag{7}$$

The second equation is (6) solved for $x$. Conversely, if $F(u)=x$, then $m=g(u)$ satisfies $x+Jm=Ru$ and hence $m=G(m)$. The solutions at given $x$ correspond one to one to the roots of $F(u)=x$, and since $g$ increases, the smallest $m$ belongs to the smallest root.

The derivative of $\operatorname{erf}(z)$ is $(2/\sqrt\pi)e^{-z^2}$. With $z=u/\sqrt2$ the chain rule supplies a factor $1/\sqrt2$, so

$$g'(u)=\sqrt{\frac2\pi}\,e^{-u^2/2},\qquad
F'(u)=R-R_c\,e^{-u^2/2}. \tag{8}$$

This is where the critical width arises: $R_c$ is $J$ times the largest slope of $g$.

For Lemma 2 we also need the sign of $G(m)-m$ at values of $m$ that are not solutions. Keep (6) as the definition of $u$. Then $G(m)=g(u)$ and $m=(Ru-x)/J$, which gives

$$G(m)-m=\frac{Jg(u)-Ru+x}{J}=\frac{x-F(u)}{J}. \tag{9}$$

### Proof of statements 1 and 2

Let $R>R_c$. The exponential in (8) is at most 1, so $F'(u)\ge R-R_c>0$. Since $F$ runs from $-\infty$ to $\infty$, there is one root $u$ for each $x$. By (9), $G(m)-m$ is positive below the solution and negative above it, as Lemma 2 requires. The inverse of a smooth function with positive derivative is smooth. The rising branch is therefore a smooth function $M(x)$ with $x=f-a$.

Its slope is $g'(u)/F'(u)$:

$$\frac{dm}{df}=\frac{\sqrt{2/\pi}\,e^{-u^2/2}}{R-R_c\,e^{-u^2/2}}. \tag{10}$$

This increases with the exponential and is largest at $u=0$, where $m=0$ and $f=a$:

$$\left.\frac{dm}{df}\right|_{\max}=\frac{\sqrt{2/\pi}}{R-R_c}. \tag{11}$$

For $R\gg R_c$ it becomes $\sqrt{2/\pi}/R$, the value for units without coupling. As $R$ falls to $R_c$ it diverges.

At $R=R_c$ we have $F'(0)=0$ and $F'(u)>0$ for all other $u$. The function $F$ still increases strictly, so there is one solution at each field and no jump, but the slope at $u=0$ is infinite.

For the area, note that $g$ and $F$ are odd, so $M$ is odd. From (4),

$$m_\uparrow(f)=M(f-a),\qquad m_\downarrow(f)=-M(-f-a)=M(f+a).$$

The two branches are one curve shifted by $\pm a$, and

$$\int_{-\infty}^{\infty}\!(m_\downarrow-m_\uparrow)\,df
=\int_{-a}^{a}\!dt\int_{-\infty}^{\infty}\!M'(f+t)\,df
=2a\,[1-(-1)]=4a. \tag{12}$$

The order of integration may be exchanged because $M'\ge0$. This proves statements 1 and 2. ∎

The area is also the work $\oint f\,dm$ done per unit in one cycle. A single isolated unit has a rectangular loop of width $2a$ and height 2, hence the same area. For $R\ge R_c$ the coupling makes the branches steeper around $f=\pm a$ and flatter in the tails, but adds nothing to the loss.

### A loop above the critical width

Take round parameters $J=1$, $a=0.2J$ and $R=1.0J$; all energies are in units of $J$. Equation (2) gives $R_c=0.798J$. An independent test, which finds the width below which equation (5) acquires several solutions at $x=0$, gives the same value.

The largest slope is

$$\frac{\sqrt{2/\pi}}{R-R_c}=\frac{0.7979}{0.2021\,J}=\frac{3.95}{J}.$$

The rising branch from (7) can be compared with a sweep of two million units with random fields:

| $f/J$ | $m_\uparrow$, theory | $m_\uparrow$, sample |
|---:|---:|---:|
| $-0.5$ | $-0.888$ | $-0.888$ |
| $0.0$ | $-0.542$ | $-0.540$ |
| $0.2$ | $0.000$ | $0.006$ |
| $0.5$ | $0.666$ | $0.667$ |
| $1.0$ | $0.913$ | $0.914$ |

The polarization left at $f=0$ has magnitude $0.54$, and the coercive field is $a=0.2J$. The sampled area is $0.800J$, which agrees with $4a$. With $a=0$ the sampled area vanishes to the four decimals printed.

The largest deviation in the table occurs where the branch is steepest, and its size can be estimated. Near $m=0$ half of the units are up, so the sampling error of $G_N$ has standard deviation $2\sqrt{1/4N}=1/\sqrt N=0.0007$. An error $\epsilon$ in $G_N$ shifts the solution by $\delta m=G'(0)\,\delta m+\epsilon$, that is, by $\epsilon/(1-G'(0))$. From (5), $G'(0)=(J/R)\,g'(0)=R_c/R=0.798$ at this point, so the error is multiplied by $4.95$ and becomes about $0.0035$. The observed $0.0063$ is $1.8$ times this standard deviation.

## Part II. The avalanche below the critical width

The following symbols and results are taken from Part I. Each of $N$ units $s_i=\pm1$ feels the local field $f+Jm+h_i$, where $m$ is the mean of $s_i$ and $h_i$ is Gaussian with density $p$ and standard deviation $R$. It switches up above $a$ and down below $-a$. With $x=f-a$, the self-consistent states are

$$m=g(u)=\operatorname{erf}(u/\sqrt2),\qquad x=F(u)=Ru-Jg(u),$$

$$F'(u)=R-R_ce^{-u^2/2},\qquad R_c=\sqrt{2/\pi}\,J. \tag{13}$$

The rising sweep follows the smallest solution, and the falling branch is $m_\downarrow(f)=-m_\uparrow(-f)$. Away from solutions, with $u=(x+Jm)/R$, the function $G(m)=g(u)$ obeys

$$G(m)-m=[x-F(u)]/J. \tag{14}$$

For a finite sample $G$ is replaced by $G_N$, which converges to $G$ uniformly. For $R\ge R_c$ the branches are continuous. Statement 3 of the theorem, for $R<R_c$, remains to be proved.

### Lemma 4: one flip triggers others

Let the rising sweep be at a point with $F'(u)>0$. In the limit of large $N$, one flip triggers on average

$$n=\frac{R_c}{R}\,e^{-u^2/2} \tag{15}$$

further flips directly, and the mean number of flips in an avalanche started by the applied field is

$$\bar S=\frac1{1-n}. \tag{16}$$

*Proof.* One upward flip raises $m$ by $2/N$ and every local field by $2J/N$. It destabilizes the down units whose random field lies within $2J/N$ below the present threshold $h=a-f-Jm=-Ru$. Their mean number is

$$N\,p(-Ru)\,\frac{2J}{N}=\frac{2J}{\sqrt{2\pi}\,R}\,e^{-u^2/2}
=\sqrt{\frac2\pi}\,\frac JR\,e^{-u^2/2},$$

which is (15). Comparison with (13) shows that

$$F'(u)=R(1-n). \tag{17}$$

Now raise the applied field by a small $df$. By itself this destabilizes $Np\,df$ units, and each of them starts an avalanche. The total number of flips is larger, because the polarization also moves the threshold: it is $Np\,(df+J\,dm)=Np\,R\,du$. The ratio of flips to starts is

$$\bar S=\frac{R\,du}{df}=\frac{R}{F'(u)}=\frac1{1-n}.$$

It is also the sum $1+n+n^2+\dots$ over successive generations of triggered flips. ∎

The slope $dm/df=g'/F'$ is thus the slope $g'/R$ without feedback, at the same $u$, multiplied by the mean avalanche size. For $R\ge R_c$ the largest value of $n$ along the branch is $R_c/R$, reached at $u=0$. The critical width is the disorder at which one flip, at the densest part of the threshold distribution, triggers on average one more.

For $R>R_c$ no avalanche is macroscopic. The finite-sample branches are monotone functions of $f$ that converge to a continuous, bounded, monotone limit. Such convergence is uniform, so the largest jump of the sample, as a fraction of the whole, tends to zero. The same holds at $R=R_c$, although there the mean size (16) diverges at $u=0$.

For $R\ge R_c$ both branches are continuous, the loop area is $4a$, and no avalanche is macroscopic. It remains to prove statement 3: for $R<R_c$ each branch contains one avalanche that switches a finite fraction of all units, and there is hysteresis even for $a=0$.
